# Strongly Driven Rotational Diffusion: Block Elimination and Its Truncation Orders

## 1. What a careless truncation does

Let a dipole $\mu$ in a static field $F$ have reduced field strength $\xi=\mu F/kT$. Its mean alignment in equilibrium is $\langle\cos\theta\rangle=\coth\xi-1/\xi$, which tends to 1 in a strong field. If the Legendre expansion of the orientational distribution is cut after the first order, the computed alignment is $\xi/3$, which passes 1 at $\xi=3$. If it is cut after the second, the result is $5\xi/(15+\xi^2)$, which falls to zero in a strong field. Both follow from the equations below, solved without arithmetic error.

In an alternating field the number of harmonics must be chosen too. For a peak of $\xi_0=64$ and a drive frequency equal to the inverse relaxation time, a rule derived for slow drive asks for 282 harmonics, whereas 54 suffice for an error of $10^{-6}$ when the Legendre order is ample. In the block elimination of Section 3 the dense matrix arithmetic grows as the cube of this number, so the rule multiplies it by about 140. If the same equations are ordered by harmonic and solved as a banded system, the work is linear in this number and the penalty is only about fivefold. The two truncation orders therefore need separate laws.

## 2. Equations for the moments

The dipole is rigid, does not interact with others, and rotates by isotropic, overdamped diffusion with Debye time $\tau$. The field has a fixed axis. With $x=\cos\theta$ and

$$\xi(t)=\frac{\mu F(t)}{kT}=\xi_{\rm dc}+\xi_0\cos\omega t ,$$

the distribution $f(x,t)$, normalized by $\int_{-1}^{1}f\,dx=1$, obeys

$$2\tau\,\partial_t f=\partial_x\big[(1-x^2)(\partial_x f-\xi f)\big]. \tag{1}$$

In a static field the bracket vanishes for $f\propto e^{\xi x}$, the Boltzmann distribution.

Let $a_n=\int P_n f\,dx=\langle P_n\rangle$, so that $a_0=1$ and $a_1=\langle\cos\theta\rangle$. Multiply (1) by $P_n$ and integrate by parts. The factor $1-x^2$ removes the boundary terms:

$$2\tau\dot a_n=-\int(1-x^2)P_n'\,\partial_xf\,dx+\xi\int(1-x^2)P_n'f\,dx .$$

A second integration by parts and Legendre's equation $[(1-x^2)P_n']'=-n(n+1)P_n$ turn the first term into $-n(n+1)a_n$. In the second term, $(1-x^2)P_n'=\frac{n(n+1)}{2n+1}(P_{n-1}-P_{n+1})$. With $d_n=n(n+1)/2$,

$$\tau\dot a_n=-d_n\Big[a_n-\frac{\xi(t)}{2n+1}(a_{n-1}-a_{n+1})\Big]. \tag{2}$$

For the periodic state write $a_n=\sum_k c_{n,k}e^{ik\omega t}$ and collect the harmonics in a vector $c_n$. Multiplication by $\xi(t)$ becomes the Hermitian matrix

$$X_{kk'}=\xi_{\rm dc}\delta_{kk'}+\tfrac12\xi_0(\delta_{k,k'+1}+\delta_{k,k'-1}).$$

The time derivative gives $ik\omega\tau$. Multiplying (2) by $(2n+1)/d_n$ yields

$$G_nc_n+Xc_{n+1}-Xc_{n-1}=0,\qquad G_n=(2n+1)\Big(1+\frac{ik\omega\tau}{d_n}\Big), \tag{3}$$

where $G_n$ is diagonal in $k$, and $c_{0,k}=\delta_{k0}$.

## 3. Elimination and its stability

Keep $n\le N$ and $|k|\le K$, with $c_{N+1}=0$. The last equation reads $G_Nc_N=Xc_{N-1}$, so $Q_N=G_N$. If $c_{n+1}=Q_{n+1}^{-1}Xc_n$, substitution in (3) gives $Q_nc_n=Xc_{n-1}$ with

$$Q_n=G_n+XQ_{n+1}^{-1}X,\qquad c_n=S_nc_{n-1},\quad S_n=Q_n^{-1}X. \tag{4}$$

One computes $Q_N,\dots,Q_1$ downward and the vectors upward. If only the polarization is wanted, $c_1=S_1c_0$ ends the work and no earlier block need be stored.

No block can become singular. Suppose $Q_{n+1}$ has a positive Hermitian part. For any vector $v$ put $w=Xv$ and $u=Q_{n+1}^{-1}w$. Since $X$ is Hermitian,

$$\mathrm{Re}\,v^\dagger XQ_{n+1}^{-1}Xv=\mathrm{Re}\,w^\dagger u=\mathrm{Re}\,u^\dagger Q_{n+1}^\dagger u\ge0 .$$

The real part of $G_n$ is $2n+1$, hence

$$\mathrm{Re}\,v^\dagger Q_nv\ge(2n+1)|v|^2,\qquad \|Q_n^{-1}\|\le\frac1{2n+1}. \tag{5}$$

The start $Q_N=G_N$ satisfies this, and induction carries it down to $n=1$. The bound contains neither field nor frequency, so no interchange of blocks is needed. For $\xi_0=64$, $\omega\tau=1$, $N=30$, $K=40$, the smallest eigenvalue of the Hermitian part divided by $2n+1$ came out as 1.000000, the value that $Q_N=G_N$ must give.

Without bias, (3) couples $(n,k)$ to $(n\pm1,k\pm1)$ alone. The set with $n+k$ odd then has no source, and since the system is invertible it vanishes. Keeping the other set halves the block size and cuts the dense arithmetic, proportional to $NK^3$, about eightfold.

As a test with bias, (1) was also integrated in time by finite volumes, with the result extrapolated from two grids and time steps, for $\xi_{\rm dc}=2$, $\xi_0=6$, $\omega\tau=0.7$. Both methods give $|c_{1,1}|=0.423622$, and the harmonics 0 to 4 of $a_1$ differ by at most $2.7\times10^{-10}$.

## 4. A bound on the Legendre truncation

Let $e_n$ be the truncated minus the exact moment for $n\le N$. Then $e_0=0$, and as the truncated calculation sets the next moment to zero, $e_{N+1}=-a_{N+1}$. Both solutions obey (2) for $1\le n\le N$, and so does $e_n$. Multiply by $(2n+1)e_n/d_n$ and sum:

$$\tau\frac{d}{dt}\sum_{n=1}^N\frac{2n+1}{2d_n}e_n^2=-\sum_{n=1}^N(2n+1)e_n^2+\xi\sum_{n=1}^N(e_ne_{n-1}-e_ne_{n+1}).$$

The last sum telescopes to $e_1e_0-e_Ne_{N+1}=e_Na_{N+1}$. Over a period the left side averages to zero:

$$\sum_{n=1}^N(2n+1)\langle e_n^2\rangle=\langle\xi e_Na_{N+1}\rangle. \tag{6}$$

For $N\ge2$ keep the terms $n=1$ and $n=N$ on the left. Completing a square gives $\xi e_Na_{N+1}\le(2N+1)e_N^2+\xi^2a_{N+1}^2/[4(2N+1)]$. The terms in $e_N^2$ cancel, leaving

$$\langle e_1^2\rangle\le\frac{\langle\xi^2a_{N+1}^2\rangle}{12(2N+1)}. \tag{7}$$

The bound is safe but loose. For $\xi_0=16$, $\omega\tau=1$, $N=14$ the root-mean-square error is $5.7\times10^{-7}$, and (7) allows $2.8\times10^{-4}$. The static case shows why.

## 5. The static truncation law

In a static field (2) becomes $(2n+1)a_n=\xi(a_{n-1}-a_{n+1})$. Define the modified spherical Bessel functions $i_n=\sqrt{\pi/2\xi}\,I_{n+1/2}(\xi)$ and $k_n=\sqrt{\pi/2\xi}\,K_{n+1/2}(\xi)$. Their recurrences are

$$i_{n-1}-i_{n+1}=\frac{2n+1}{\xi}i_n,\qquad k_{n-1}-k_{n+1}=-\frac{2n+1}{\xi}k_n ,$$

so $i_n$ and $(-1)^nk_n$ are the two solutions. The exact moments decay with $n$, hence $a_n=i_n/i_0$. The truncated ones are proportional to $i_n+\alpha(-1)^nk_n$, and vanishing at $N+1$ requires $\alpha=(-1)^Ni_{N+1}/k_{N+1}$. The error of the alignment is

$$\frac{i_1-\alpha k_1}{i_0+\alpha k_0}-\frac{i_1}{i_0}=-\frac{\alpha(i_0k_1+i_1k_0)}{i_0(i_0+\alpha k_0)} .$$

The explicit functions are $i_0=\sinh\xi/\xi$, $i_1=\cosh\xi/\xi-\sinh\xi/\xi^2$, $k_0=\pi e^{-\xi}/2\xi$ and $k_1=k_0(1+1/\xi)$. In $i_0k_1+i_1k_0$ the terms in $\xi^{-3}$ cancel, and $\sinh\xi+\cosh\xi=e^\xi$ leaves $\pi/2\xi^2$. If $|\alpha|k_0\ll i_0$, the error is therefore $-\alpha\pi/(2\sinh^2\xi)$. It is positive for odd $N$ and negative for even $N$, as in Section 1.

It remains to find $|\alpha|=I_\nu/K_\nu$ with $\nu=N+\frac32$. In the variable $s=\ln\xi$ both functions obey $d^2y/ds^2=(\nu^2+\xi^2)y$. The leading WKB solutions are $(\nu^2+\xi^2)^{-1/4}e^{\pm\eta}$ with $d\eta/ds=\sqrt{\nu^2+\xi^2}$, which is satisfied by

$$\eta=\sqrt{\nu^2+\xi^2}-\nu\,\mathrm{asinh}(\nu/\xi).$$

For $\xi\to\infty$, $\eta\to\xi$. Matching to $I_\nu\to e^\xi/\sqrt{2\pi\xi}$ and $K_\nu\to\sqrt{\pi/2\xi}\,e^{-\xi}$ gives $I_\nu/K_\nu\simeq e^{2\eta}/\pi$, and

$$|\delta a_1|\simeq\frac{e^{2\eta}}{2\sinh^2\xi}. \tag{8}$$

The solver's error, taken against direct Boltzmann averaging, compares as follows.

| $\xi$ | $N$ | actual error | law (8) |
|---|---|---|---|
| 1 | 3 | 8.19e-6 | 8.46e-6 |
| 4 | 6 | 1.497e-5 | 1.510e-5 |
| 16 | 10 | 7.05e-4 | 7.02e-4 |
| 64 | 20 | 1.562e-3 | 1.559e-3 |

**Strong field.** For $\nu\ll\xi$, expansion gives $\eta=\xi-\nu^2/2\xi+\nu^4/24\xi^3+\dots$, while $\sinh^2\xi\simeq e^{2\xi}/4$. Since $\nu^2=(N+1)(N+2)+\frac14$,

$$|\delta a_1|\simeq2e^{-(N+1)(N+2)/\xi},\qquad N\approx\sqrt{\xi\ln(2/\varepsilon)} \tag{9}$$

for a permitted error $\varepsilon$. The order grows as the square root of the field because the distribution is a cap of angular width about $\xi^{-1/2}$. The neglected factor is $\exp(\nu^4/12\xi^3)$, so (9) needs $\nu^4\ll12\xi^3$, which in a strong field is stricter than $\nu\ll\xi$. At $\xi=64$, $N=20$ it is 1.07, which accounts for the value $1.465\times10^{-3}$ from (9) lying 6% below the actual error.

**Weak field.** For $\nu\gg\xi$ and $\xi\ll1$, $\eta\simeq\nu-\nu\ln(2\nu/\xi)$ and the error becomes $(e\xi/2\nu)^{2\nu}/2\xi^2\propto\xi^{2N+1}$. For large $\nu$, each added order multiplies the error by about $(\xi/2\nu)^2$.

The same WKB form gives $a_n\approx e^{-n(n+1)/2\xi}$ in a strong field. The error (9) thus falls as the square of the first omitted moment, whereas the root-mean-square error allowed by (7) falls only as its first power.

## 6. Legendre order under drive

A ray argument extends the exponent to a time-dependent field. For large $n$, $d_n\simeq n^2/2$ and $d_n/(2n+1)\simeq n/4$. If $a_n$ varies slowly with $n$, then $a_{n-1}-a_{n+1}\simeq-2\partial_na$, and (2) becomes

$$\tau\partial_ta+\tfrac12\xi n\,\partial_na=-\tfrac12n^2a .$$

For $\xi>0$ a smooth disturbance travels to higher $n$ and loses $n/\xi$ in the exponent per unit of $n$. A component alternating as $(-1)^n$ sees the opposite sign of $\xi$ and travels down with the same loss. The cut at $N$ turns one into the other. The way up and the way back each cost $N^2/2\xi$, in total $N^2/\xi$, as in (9). When the field varies or reverses, the directions may change, but for $n\ll\xi_0$, where the assumed slow variation with $n$ can hold, the loss per unit of $n$ is at least about $n/\xi_0$. For $N\ll\xi_0$ the exponent is then at least about $N^2/\xi_0$. For $n$ comparable with the field or larger this estimate fails: in a static field the WKB exponent of Section 5 gives a loss of $\mathrm{asinh}(\nu/\xi)$ each way, which is less than $\nu/\xi$. Prefactors are not controlled either, so the order under drive needs counting.

For the count, the error is $\sum_k|\Delta c_{1,k}|$, which bounds the error of $a_1(t)$ at every instant, and $\varepsilon=10^{-6}$. There is no bias. Each order was varied with the other held at a larger reference value, and the threshold was found by bisection, which presumes that the error falls steadily.

| $\xi_0$ | $\omega\tau$ | $N$ by (8) | $N$ counted | $K$ counted | $K$ by (11) |
|---|---|---|---|---|---|
| 1 | 1 | 4 | 3 | 5 | 7.4 |
| 4 | 1 | 7 | 7 | 9 | 19.2 |
| 16 | 1 | 15 | 15 | 22 | 70.8 |
| 64 | 1 | 30 | 30 | 54 | 281.6 |
| 64 | 4 | 30 | 30 | 29 | 281.6 |
| 16 | 0.001 | 15 | 15 | 71 | 70.8 |

The static law at peak field gives the counted $N$ in five rows and one order too many in the first row. At higher frequency it overestimates: the count is 7 against 15 for $\xi_0=16$, $\omega\tau=10$, and 24 and 6 against 30 for $\xi_0=64$ with $\omega\tau=10$ and 64. Since the orders are counted separately, using both thresholds together can exceed $\varepsilon$ somewhat: $N=30$ with $K=54$ at $\xi_0=64$, $\omega\tau=1$ gives $1.4\times10^{-6}$.

## 7. Harmonic order: slow drive and fast reversal

**Slow drive.** When the distribution follows the field, $a_1=L(\xi_0\cos\varphi)$ with $L(z)=\coth z-1/z$ and $\varphi=\omega t$. The poles of $L$ lie at $z=i\pi m$, $m\ne0$, with residue 1. For $k>0$ the integral $c_{1,k}=\frac1{2\pi}\int_0^{2\pi}L\,e^{-ik\varphi}d\varphi$ is closed in the lower half plane, where the exponential decays. The poles there are

$$\varphi=\pm\tfrac{\pi}{2}-ib_m,\qquad b_m=\mathrm{asinh}(m\pi/\xi_0),\quad m\ge1 ,$$

because $\cos(\pm\frac\pi2-ib)=\pm i\sinh b$. The residue of $L$ in $\varphi$ is $-1/(\xi_0\sin\varphi)=\mp1/(\xi_0\cosh b_m)$. The contour runs clockwise, which supplies $-2\pi i$:

$$c_{1,k}=-i\sum_m\frac{e^{ik\pi/2}-e^{-ik\pi/2}}{\xi_0\cosh b_m}e^{-kb_m}=\sum_{m\ge1}\frac{2\sin(k\pi/2)}{\xi_0\cosh b_m}e^{-kb_m}. \tag{10}$$

For $\xi_0=10$, $\omega\tau=10^{-7}$, $k=21$ the solver and (10) both give $2.89436\times10^{-4}$. The slowest decay, $m=1$, sets the order. Without its prefactor,

$$K\approx\frac{\ln(1/\varepsilon)}{\mathrm{asinh}(\pi/\xi_0)}\;\to\;\frac{\xi_0}{\pi}\ln\frac1\varepsilon\quad(\xi_0\gg\pi). \tag{11}$$

This is linear in the field, since the alignment reverses while $\xi$ changes by a few units, which takes a fraction of the period proportional to $1/\xi_0$. In the last row of the table, (11) gives 70.8 and the count is 71.

**Fast reversal.** The dipole needs time to turn. Near a zero of the field $|\xi|\simeq\xi_0\omega t$, and the drift in (1) is $\dot x=\xi(1-x^2)/2\tau$. Near the pole that a dipole must leave, drift multiplies its distance $1-|x|$ by $e^{\int|\xi|\,dt/\tau}$. Turning therefore requires $\int|\xi|\,dt/\tau$ to be of order one, apart from a logarithm of the initial distance. Without that logarithm $\xi_0\omega t^2/\tau\sim1$, and

$$t_r\sim\sqrt{\frac{\tau}{\omega\xi_0}},\qquad K\sim\frac1{\omega t_r}=\sqrt{\frac{\xi_0}{\omega\tau}}. \tag{12}$$

Drift dominates diffusion if the field reached by then, $\xi_0\omega t_r=\sqrt{\xi_0\omega\tau}$, is large. Reversal fills a small part of the period if $\xi_0\gg\omega\tau$. Outside these conditions (12) does not apply.

At $\omega\tau=1$, $K$ grows from 22 to 54 as $\xi_0$ goes from 16 to 64, a power of 0.65 instead of 0.5. At $\xi_0=64$, raising $\omega\tau$ from 1 to 4 lowers $K$ by a factor 1.86 instead of 2. The estimate (12) assumes a large $\sqrt{\xi_0\omega\tau}$, and this root is only 4 at $\xi_0=16$, $\omega\tau=1$. It also omits the logarithm, which varies slowly with field and frequency, so the power 0.5 should not be taken as exact even in strong fields. How much each contributes to the departures was not determined.

For $\varepsilon=10^{-6}$ and no bias, a workable start is $N$ from (8) at the peak field, and for $K$ the value (11), or $7\sqrt{\xi_0/\omega\tau}$ if that is smaller and the conditions for (12) hold. The factor 7 is read from the rows with $\xi_0\ge16$ and $\omega\tau\ge1$, where the ratio lies between 5.5 and 7.3; at $\xi_0=256$ the counts are $K=125$, 69 and 37 for $\omega\tau=1$, 4 and 16, ratios of about 7.8 to 9.3, so there the factor 7 starts too low. Both orders are then raised until $c_1$ is steady.

## 8. Example: a chromophore in a polymer film

Take a dipole of 25 D at 400 K in a field of peak 1 MV/cm and frequency 100 Hz, with $\tau=1$ ms. In SI units $\mu=8.34\times10^{-29}$ C m and $F=10^8$ V/m, so

$$\xi_0=\frac{8.34\times10^{-21}\ \mathrm J}{5.52\times10^{-21}\ \mathrm J}=1.51,\qquad \omega\tau=2\pi(100)(10^{-3})=0.628 .$$

The count gives $N=4$, $K=7$ for $\varepsilon=10^{-6}$. With $2\times10^{19}$ dipoles per cm³, full alignment corresponds to 0.167 µC/cm². The amplitude of the first harmonic of $a_1$ is $2|c_{1,1}|=0.398$, hence a polarization of $0.398\times0.167=0.066$ µC/cm². The third harmonic has amplitude $6.2\times10^{-3}$, or $1.0\times10^{-3}$ µC/cm².

The lowest-order terms of a power series in the field are already inaccurate here. From (3), to lowest order,

$$3(1+i\omega\tau)c_{1,1}=\tfrac{\xi_0}2,\quad 5\big(1+\tfrac{2i\omega\tau}3\big)c_{2,2}=\tfrac{\xi_0}2c_{1,1},\quad 3(1+3i\omega\tau)c_{1,3}=-\tfrac{\xi_0}2c_{2,2},$$

$$c_{1,3}=-\frac{\xi_0^3}{360(1+i\omega\tau)(1+\frac23i\omega\tau)(1+3i\omega\tau)} .$$

Relative to the full solution, the linear formula overestimates the first harmonic by 7%, and this cubic one the third by 13%.

These parameters describe a dilute, strongly dipolar dye in a polymer somewhat above its glass transition, typically by about 20 K for a relaxation time of 1 ms. With a dipole of 10 D in the same field, $\xi_0$ would be 0.60. The field is a third of an assumed breakdown field of 3 MV/cm. Two assumptions about the dipoles change the harmonics appreciably. If the directing field exceeds the applied one by the cavity factor $3\epsilon/(2\epsilon+1)=1.29$ for permittivity $\epsilon=3$, the first harmonic rises by a factor of about 1.2 and the third by about 2.0. Polymers near the glass transition also have a broad range of relaxation times. A log-normal spread with a standard deviation of one decade, its median held at 1 ms, multiplies the two harmonics by 0.72 and 0.86. The interaction of two dipoles at mean spacing is 0.08 $kT$; this pair energy does not measure the collective field of the polarized film, which the model leaves out. A Lorentz estimate of that field, $P/3\epsilon_0\epsilon$ with $P=0.066$ µC/cm², is 0.08 MV/cm, or 8% of the applied peak. The figure depends on the local-field model: without screening by the host, $P/3\epsilon_0$ is 25%, while the cavity factor above, with $\epsilon$ raised by $P/\epsilon_0F=0.75$, changes by only 3%. This matters most for the third harmonic, which grows roughly as the cube of the field. Dipolar loss warms the middle of a 2 µm film by less than 0.1 mK above its faces; the rise of the faces above the surroundings depends on the mounting and is not included. Thermionic injection over an assumed 1.3 eV barrier, which the field lowers by 0.22 eV, is 0.5 µA/cm² at peak field, against a dipole current of 42 µA/cm²; the displacement current of the host, $\epsilon_0\epsilon\omega F=167$ µA/cm², adds to both at the drive frequency. A barrier lower by 0.2 eV would raise this emission estimate about 330 times, above the dipole current, though space charge in a film of low carrier mobility can keep the actual current well below it. The third harmonic of the dipole current is only 1.95 µA/cm², so injection disturbs it relatively more than the first. Hindered rotation in the polymer cage has not been sized, nor has ionic conduction, which can be appreciable above the glass transition. The truncation error is thus far below the uncertainty of the physical model; the remaining values are in the numerical output.

## Computed values

```
TIME-DOMAIN CHECK: ac 6, dc 2, omega*tau 0.7 (dimensionless)
|c11| elimination, time stepping: 0.423622, 0.423622
largest difference, harmonics 0-4: 2.7e-10
STATIC TRUNCATION: xi, N, actual error of a1, law
     1   3  8.193e-06  8.456e-06
     4   6  1.497e-05  1.510e-05
    16  10  7.054e-04  7.018e-04
    64  20  1.562e-03  1.559e-03
  strong-field form at xi 64, N 20: 1.465e-03
smallest Hermitian part/(2n+1), ac 64: 1.000000
ac 16, wt 1, N 14: rms error 5.70e-07, bound 2.76e-04
slow drive, ac 10: c(1,21) solver 2.89436e-04, poles 2.89436e-04
REQUIRED ORDERS, summed harmonic error below 1e-06
  ac   omega*tau  N static law  N counted  K counted  K slow law
    1    1.000       4         3         5         7.4
    4    1.000       7         7         9        19.2
   16    1.000      15        15        22        70.8
   64    1.000      30        30        54       281.6
   64    4.000      30        30        29       281.6
   16    0.001      15        15        71        70.8
K power of field, ac 16 to 64, wt 1: 0.648
K(wt 1)/K(wt 4) at ac 64: 1.862
EXAMPLE: chromophore film, round model parameters
dipole 25 D; temperature 400 K; peak field 1.0 MV/cm
frequency 100 Hz; tau 1.0 ms; density 2e+19 cm^-3
thickness 2.0 um; assumed relative permittivity 3.0
mu F/kT 1.5100; omega*tau 0.6283; required N 4, K 7
full-alignment polarization: 0.1668 uC/cm2
harmonic 1: a1 amplitude 3.983e-01, P 6.643e-02 uC/cm2
harmonic 3: a1 amplitude 6.202e-03, P 1.034e-03 uC/cm2
harmonic 5: a1 amplitude 9.292e-05, P 1.550e-05 uC/cm2
linear/full first: 1.0701; cubic/full third: 1.1288
cavity field factor 1.2857: first x1.235, third x1.972
log-normal tau, s.d. 1 decade: first x0.721, third x0.859
dipole-dipole energy at mean spacing: 0.0754 kT
polarizability anisotropy 50 A^3: 0.0050 kT
inertial time, 400 g/mol rod of 1.5 nm: 4.75 ps
dipolar loss 10.70 W/cm3; mid-film heating 0.027 mK (0.2 W/m/K)
barrier 1.3 eV, lowered by 0.219 eV at peak field
thermionic current 0.462, dipole current 41.74 uA/cm2
peak field/assumed breakdown field of 3 MV/cm: 0.333
```
